Body-frame quantum defects from a molecular ion's quadrupole and polarisability

An electron with orbital angular momentum l, moving far outside a linear ion, senses the direction of the molecular axis through tensors that belong to the ion. Its quadrupole is a tensor of rank two, symmetric about the axis. Its polarisability is a symmetric second-rank tensor and splits into a scalar and another rank-two tensor symmetric about the axis. Within a fixed l, the Wigner–Eckart theorem makes every rank-two operator with this symmetry proportional to l(l+1) − 3λ², where λ is the projection of l on the axis, while a scalar operator gives a constant. To first order the quantum defect must therefore have the form

μ(l,λ) = A(l) + B(l) [l(l+1) − 3λ²],

with the mean polarisability in A, and the quadrupole and the polarisability anisotropy in B.

Scaling fixes how A and B fall with l. In Hartree atomic units, used throughout, a zero-energy electron in the field −1/r turns back where l(l+1)/(2r²) = 1/r, at r = l(l+1)/2, so lengths scale as l². The squared radial function per unit energy goes as 1/k, with k the local wave number, hence as l. The integral of this density times r⁻ˢ then scales as l · l² · l⁻²ˢ = l³⁻²ˢ. The quadrupole energy goes as r⁻³ and the polarisation energy as r⁻⁴, so their contributions to μ fall as l⁻³ and l⁻⁵. The coefficients remain to be found.

Take a centrosymmetric linear ion of charge +1 in a nondegenerate electronic state, held fixed with its centre at the origin and its axis along z. If its charges qᵢ sit at rᵢ, an electron outside them has the energy

−Σᵢ qᵢ/|r − rᵢ| = −Σₖ r⁻ᵏ⁻¹ Σᵢ qᵢ rᵢᵏ Pₖ(cos γᵢ),

where γᵢ is the angle between r and rᵢ. The term k = 0 is −1/r. The term k = 1 vanishes by inversion symmetry. For k = 2, averaging over the azimuth of the axially symmetric charge replaces P₂(cos γᵢ) by P₂(cos θ)P₂(cos θᵢ), with θ measured from the axis. This defines the quadrupole

Q = ⟨Σᵢ qᵢ(3zᵢ² − rᵢ²)/2⟩

and gives the energy −Q P₂(cos θ)/r³. Positive Q means positive charge displaced along the axis, which attracts an electron near the axis.

The electron also polarises the ion. Its field at the centre has magnitude 1/r² and lies along r. If the ion responds adiabatically, the energy is −½ F·α·F, the factor ½ accounting for the energy spent in deforming the ion:

−[α∥ cos²θ + α⊥ sin²θ]/(2r⁴).

Insert cos²θ = (1 + 2P₂)/3 and sin²θ = (2 − 2P₂)/3. With α = (α∥ + 2α⊥)/3 and γ = α∥ − α⊥, the bracket becomes α + (2/3)γP₂. The interaction added to −1/r is then

V = −Q P₂/r³ − α/(2r⁴) − γ P₂/(3r⁴).

Exchange, penetration of the ion's charge cloud, the hexadecapole and higher moments, the ion's response to the nonuniformity of the electron's field, and nonadiabatic response are left out. A heteronuclear ion also has odd moments; its dipole vanishes only about the centre of charge, which in general is not the centre of mass about which the ion turns.

The quantum defect is defined by E = −1/[2(n − μ)²]. Expanding for small μ,

E = −1/(2n²) − μ/n³ + O(μ²/n⁴).

Equating the second term to the first-order energy gives

μ = −n³⟨nl|V|nl⟩.

Hydrogenic levels of different l are degenerate, so this step is safe only if V does not mix them appreciably; that is examined below.

In quantum defect theory μ is also a phase shift divided by π. Let f be the regular radial Coulomb function and F the regular solution with V present, both in one channel. Here V is taken to be smoothed inside the ion, since with an attractive r⁻⁴ potential continued to the origin every solution vanishes there, and none is singled out as the regular one:

f″ = w f,  F″ = (w + 2V)F,  w = l(l+1)/r² − 2/r − 2E.

Subtraction gives (fF′ − f′F)′ = 2fVF. Normalise both functions per unit energy, so that at large r they are √(2/πk) sin φ and √(2/πk) sin(φ + πμ), with φ′ = k. The Wronskian vanishes at the origin and tends to

(2/π)[sin φ cos(φ + πμ) − cos φ sin(φ + πμ)] = −(2/π) sin πμ.

Hence sin πμ = −π∫fVF dr. To first order F = f and sin πμ = πμ, so μ = −∫f²V dr. Because f² starts as r²ˡ⁺², this integral converges for l ≥ 1 even without the smoothing, which is dropped from here on in the first-order formula.

The bound and continuum expressions meet at threshold. The normalised hydrogenic function u, with ∫u²dr = 1, starts at small r as

u ≈ (1/n) √[(n+l)!/(n−l−1)!] (2r/n)ˡ⁺¹/(2l+1)!.

For large n the factorial ratio tends to n²ˡ⁺¹, so n³ᐟ²u starts as (2r)ˡ⁺¹/(2l+1)!. The zero-energy function

f₀ = √(2r) J₂ₗ₊₁(√(8r))

starts in the same way and solves the same limiting equation, so n³ᐟ²u tends to f₀ at fixed r. Its amplitude is correctly normalised: at large r the Bessel function has squared amplitude 2/[π√(8r)], so that of f₀ is √(2r)/π, which equals 2/(πk) for k = √(2/r). Inverse powers of r as high as the third and fourth weight the inner region, so the threshold integrals are the limits of n³⟨r⁻ˢ⟩.

For the angular factor, write

cos θ Yₗλ = aₗ₊₁Yₗ₊₁,λ + aₗYₗ₋₁,λ,  aₗ² = (l² − λ²)/[(2l−1)(2l+1)].

Applying cos θ twice and returning to l gives

⟨cos²θ⟩ = aₗ² + aₗ₊₁²
= {(l² − λ²)(2l+3) + [(l+1)² − λ²](2l−1)}/[(2l−1)(2l+1)(2l+3)].

In the numerator the terms without λ sum to 4l³ + 6l² − 1 = (2l+1)(2l² + 2l − 1), and the others to −2λ²(2l+1). The common factor cancels:

⟨cos²θ⟩ = (2l² + 2l − 1 − 2λ²)/[(2l−1)(2l+3)].

Since (2l−1)(2l+3) = 4l(l+1) − 3, forming (3⟨cos²θ⟩ − 1)/2 gives

⟨P₂⟩ = W/[(2l−1)(2l+3)],  W = l(l+1) − 3λ².

The radial averages follow from three relations. First, let l vary continuously in the radial equation while the number of radial nodes nᵣ is fixed. The energy is −1/[2(nᵣ + l + 1)²], so dE/dl = 1/n³. The Hellmann–Feynman theorem gives the same derivative as (2l+1)⟨r⁻²⟩/2, and therefore

n³⟨r⁻²⟩ = 2/(2l+1).

Next, for any smooth function g(r) and any solution of u″ = wu, direct differentiation shows that

d/dr [g u′² − g′uu′ + (½g″ − gw)u²] = (½g‴ − 2g′w − gw′)u².

The terms in u′² and uu′ cancel in pairs. For a bound state with l ≥ 1 and the two choices of g below, the bracket vanishes at both ends, so the right side integrates to zero. Write L = l(l+1). With g = 1 this says ⟨w′⟩ = 0. Because w′ = −2L/r³ + 2/r²,

n³⟨r⁻³⟩ = n³⟨r⁻²⟩/L = 2/[L(2l+1)].

With g = 1/r and w = L/r² − 2/r + 1/n², the three pieces are

½g‴ = −3/r⁴,
−2g′w = 2L/r⁴ − 4/r³ + 2/(n²r²),
−gw′ = 2L/r⁴ − 2/r³.

Their sum has zero average:

(4L − 3)⟨r⁻⁴⟩ = 6⟨r⁻³⟩ − (2/n²)⟨r⁻²⟩.

Substituting the two known averages and defining D = l(l+1)(2l−1)(2l+1)(2l+3),

n³⟨r⁻⁴⟩ = 4(3 − L/n²)/D.

Now assemble μ = −n³⟨V⟩. The minus signs in V cancel the one in front. The quadrupole contributes Q · 2/[L(2l+1)] · W/[(2l−1)(2l+3)] = 2QW/D. The isotropic term contributes (α/2) · 4(3 − L/n²)/D, and the anisotropic term (γ/3) · 4(3 − L/n²)/D times ⟨P₂⟩. Thus

μₙ(l,λ) = {2QW + [1 − L/(3n²)] [6α + 4γW/((2l−1)(2l+3))]}/D,

and at threshold

μ(l,λ) = {2QW + 6α + 4γW/[(2l−1)(2l+3)]}/D.

So it is not the whole defect that is proportional to W: the quadrupole and anisotropic parts are, and the isotropic part shifts every λ equally. Within this first-order result, the energy dependence resides in the polarisation terms.

The degeneracy of different l still has to be dealt with. The operator P₂ connects l to l + 2, and inversion symmetry forbids l + 1. Let u and v be bound hydrogenic functions of equal n with angular momenta l and l + 2, obeying u″ = w₁u and v″ = w₂v. Put Δ = (l+2)(l+3) − l(l+1) = 4l + 6 and let S = uv′ − u′v. Then S′ = Δuv/r², and integration gives ∫uv/r² dr = 0. With w̄ = (w₁ + w₂)/2,

d/dr(u′v′ − w̄uv) = −(Δ/2r²)S − w̄′uv.

The left side integrates to zero. Integration by parts gives ∫S/r² dr = ∫S′/r dr = Δ∫uv/r³ dr. Moreover w̄′ = −[l(l+1) + (l+2)(l+3)]/r³ + 2/r², and its last term drops out by the first result. What remains is

[l(l+1) + (l+2)(l+3) − Δ²/2] ∫uv/r³ dr = 0.

The bracket equals 2l² + 6l + 6 − (8l² + 24l + 18) = −6(l+1)(l+2), which is not zero, so the integral is. The quadrupole therefore does not mix l at first order within a shell, nor, by the limit of large n, at threshold.

The r⁻⁴ integral between l and l + 2 does not vanish, so the anisotropic polarisability leaves an off-diagonal element in the defect matrix. For the ion treated below, the f–h element at λ = 0 is 6.1 × 10⁻⁵. The diagonal f defect there is 0.0152. The formula makes the h defect smaller than the g defect of 0.0059, so the two differ by more than 0.009. Diagonalising the two-by-two matrix moves the f defect by about the squared element over that difference, less than 5 × 10⁻⁷. This estimate covers the f–h element alone. Coupling to p, and second-order coupling through states of other energies, are left to the coupled-channel calculation below, where all l mixing together changes this defect by 2.2 × 10⁻⁴ at n = 6.

Two limits show what the λ pattern means. Set c = λ/l, the cosine of the angle between the orbital angular momentum and the axis when l is large. Then W → l²(1 − 3c²), D → 8l⁵, and

μ → Q(1 − 3c²)/(4l³) + 3α/(4l⁵) + γ(1 − 3c²)/(8l⁵),

each of the three contributions being given to its own leading order in 1/l. For positive Q, an orbit whose plane contains the axis (c = 0) is bound more tightly, and one circling the axis (c = 1) less tightly. At sufficiently high l the quadrupole dominates except near 3c² = 1.

The other limit is an average. The sum of λ² from −l to l is l(l+1)(2l+1)/3, so W summed over all projections vanishes. To first order the mean threshold defect is therefore 6α/D, free of Q and γ. The slope against W is {2Q + 4γ/[(2l−1)(2l+3)]}/D. At this order one l yields α and a combination of Q and γ; separating those two takes a second l, independent knowledge of one of them, or data precise enough to resolve the dependence on n, which to first order only the γ part of the slope carries.

An ion whose properties can be computed is H₂⁺, at a fixed internuclear distance of 2 bohr. It has one electron, so the calculation needs no treatment of electron correlation; the approximations are the finite aug-cc-pVQZ basis, fixed nuclei and the neglect of relativity. It gives Q = 1.5307, α∥ = 5.079 and α⊥ = 1.752, hence α = 2.861 and γ = 3.327, all in atomic units. The smaller aug-cc-pVTZ basis changes α⊥ by 0.4% and the other two by less than 0.1%. The third decimal of the polarisabilities is not converged: at the complete-basis limit α∥ = 5.078, α⊥ = 1.758, α = 2.864 and γ = 3.320, while Q keeps its value to within a unit in the last digit. These shifts move the threshold defects below by less than 10⁻⁵. As a test of V itself, unit point charges were placed 20 and 40 bohr from the ion, along and across the axis. Extrapolating the energy shifts in distance returned the same Q and polarisabilities within 0.01%.

For an f electron L = 12 and D = 12 · 5 · 7 · 9 = 3780. At λ = 0, W = 12 and the three contributions are

2QW/D = 24 × 1.5307/3780 = 0.00972,
6α/D = 6 × 2.861/3780 = 0.00454,
4γW/(45D) = 48 × 3.327/(45 × 3780) = 0.00094.

They add to μ = 0.0152. For λ = 1, 2 and 3, W is 9, 0 and −15, and the defects are 0.0125, 0.0045 and −0.0088. At λ = 2 only the isotropic polarisability contributes to first order. At λ = 3 the quadrupole repels strongly enough to reverse the sign.

At n = 10 the polarisation terms are multiplied by 1 − 12/300 = 0.96, and the λ = 0 defect becomes 0.0150. The first-order shift −μ/n³ is −1.50 × 10⁻⁵ hartree, or −3.3 cm⁻¹. For λ = 3 the shift is +2.0 cm⁻¹.

The g states show how cancellation can magnify the energy dependence. For l = 4 and λ = 3, the threshold terms are −0.00155 from Q, +0.00124 from α and −0.00009 from γ, leaving −0.00040. At n = 6 the polarisation terms are reduced by the factor 1 − 20/108 = 0.815, and the defect becomes −0.00061. The terms themselves change modestly, but their small sum changes by half.

The quadrupole law can be tested without any inner cutoff on an electron bound by two half charges at z = ±a. Their total charge is one, Q = a², and there is nothing to polarise. The formula predicts μ/Q = 2W/D for f states, or 0.006349, 0.004762, 0 and −0.007937 for λ = 0 to 3. Numerical energies at n = 6, extrapolated to small a, agree within 10⁻⁶. A second test diagonalised all terms of V for the H₂⁺ values at weak coupling, with coupled l channels and with V damped near the origin (damping radius 0.5 bohr); the rate at which the defect grows with the strength of V agreed with the formula within 5 × 10⁻⁶ for each λ.

At full strength V must be damped inside the ion, because its inverse powers are unphysical there. With a damping radius of 2.0 bohr, the n = 6 coupled-channel f defects differ from the first-order values by at most 1.1 × 10⁻⁴, and the g defects by at most about 2 × 10⁻⁵. The close agreement for f at λ = 0 is partly a cancellation: the first-order value is 0.01459, omission of l mixing gives 0.01490, and inclusion of it gives 0.01468. At this damping radius the mean of the coupled f defects over all projections is about 2% above its first-order value (4% at 2.5 bohr), so within this model a polarisability read from that mean would be too large by the same proportion. For the real ion the omitted r⁻⁶ terms estimated below are larger and act in the opposite direction, lowering the mean by roughly 15% in their leading estimate.

Changing the radius to 2.5 bohr moves the f defect at λ = 1 from 0.01203 to 0.01238, a larger change than for the other projections. The cause is a near-degeneracy with the p level of the same λ. As the radius grows from 2.0 to 2.5 bohr, the p defect falls from 0.022 to 0.008 and crosses the f defect, so the two levels mix strongly. With the p channel removed, the same change of radius moves the f defect by less than 10⁻⁴. Since the p defect depends on the interaction inside the ion, which the damping only imitates, the long-range description cannot predict where such a crossing occurs. For g the same change of radius alters no defect by more than about 4 × 10⁻⁶.

The omitted hexadecapole, estimated from the point-charge energies, would add about 1.6 × 10⁻⁴ to the threshold f defect at λ = 0 and 2 × 10⁻⁵ to the g defect. These are 1% and 0.4% of the respective totals. Where the first-order total is small the share is larger: about −1.9 × 10⁻⁴, or 4%, for f at λ = 2, and −2.5 × 10⁻⁵, or 6%, for g at λ = 3. The hexadecapole is not the largest omission. The ion's static response to the nonuniformity of the field, of order r⁻⁶, would add about 4 × 10⁻⁴ to the same f defect. Nonadiabatic response enters at the same order with the opposite sign, and an isotropic estimate of its leading term is −9 × 10⁻⁴. For so low an l this term gives only the order of magnitude, because higher nonadiabatic terms are not negligible. The f defects should therefore be trusted only to about one unit in the third decimal place, before exchange, penetration and vibration are considered. For g the hexadecapole and the r⁻⁶ terms together lower the threshold defects by up to about 8 × 10⁻⁵, a fifth of the small sum found at λ = 3.

The conditions of validity can be read from the turning point l(l+1)/2. It lies at 6 bohr for f and 10 bohr for g, well outside nuclei that sit 1 bohr from the centre. For p it lies at 1 bohr, and the formula, though finite, has lost its basis. For s it diverges. The adiabatic energy also requires the ion's electrons to follow the Rydberg electron, so low-lying ionic states coupled by a dipole would invalidate it.

Finally, λ is a useful label while the ion turns little during the electron's passage through the region where V acts. Farther out, the channels are labelled by the ion's rotational quantum number N⁺. At fixed total angular momentum and parity, the body-frame defects enter through the orthogonal change of basis between the two descriptions:

μ(N⁺,N⁺′) = Σλ ⟨N⁺|λ⟩ μ(l,λ) ⟨λ|N⁺′⟩.

The λ-independent part of μ stays diagonal in this sum, because the transformation is orthogonal. Coupling between rotational channels comes from the part proportional to W, that is, from the quadrupole and the anisotropic polarisability. The numerical output lists the separate contributions for each λ.

Numbers as computed

```
H2+ internuclear distance: 2.0 bohr
H2+ total energy, aug-cc-pVQZ: -0.602535 hartree
Q: 1.5307 a.u. (aug-cc-pVTZ 1.5316)
alpha_par: 5.0793 a.u. (aug-cc-pVTZ 5.0787)
alpha_perp: 1.7521 a.u. (aug-cc-pVTZ 1.7451)
alpha: 2.8612 a.u.; gamma: 3.3272 a.u.
point charge, axial: Q 1.5308, polarisability 5.0792 a.u.
point charge, perpendicular: Q 1.5307, polarisability 1.7521 a.u.
threshold defects: l lam | Q term, alpha term, gamma term, total
  3 0 | 0.009719 0.004542 0.000939 0.015200
  3 1 | 0.007289 0.004542 0.000704 0.012535
  3 2 | 0.000000 0.004542 0.000000 0.004542
  3 3 | -0.012149 0.004542 -0.001174 -0.008781
  4 0 | 0.004418 0.001239 0.000249 0.005906
  4 1 | 0.003755 0.001239 0.000212 0.005206
  4 2 | 0.001767 0.001239 0.000100 0.003105
  4 3 | -0.001546 0.001239 -0.000087 -0.000395
  4 4 | -0.006185 0.001239 -0.000349 -0.005295
n=10 f series: lam | defect, first-order shift -mu/n^3 in cm^-1
  0 | 0.014980 -3.2878
  1 | 0.012325 -2.7051
  2 | 0.004360 -0.9569
  3 | -0.008916 1.9567
f, two half charges: lam | defect/Q numerical, formula
  0 | 0.006349 0.006349
  1 | 0.004762 0.004762
  2 | -0.000000 0.000000
  3 | -0.007936 -0.007937
f, n=6, weak coupling: lam | slope numerical, formula
  0 | 0.014589 0.014591
  1 | 0.011948 0.011952
  2 | 0.004037 0.004037
  3 | -0.009155 -0.009155
mean f slope: 0.004035; alpha alone: 0.004037
n=6, full strength: l lam | first order, no l mixing, coupled (damping 2.0 bohr), coupled (2.5 bohr)
  3 0 | 0.014591 0.014900 0.014680 0.014572
  3 1 | 0.011952 0.012165 0.012033 0.012377
  3 2 | 0.004037 0.004063 0.004145 0.004106
  3 3 | -0.009155 -0.009105 -0.009070 -0.009068
  4 0 | 0.005630 0.005662 0.005636 0.005640
  4 1 | 0.004937 0.004962 0.004944 0.004944
  4 2 | 0.002858 0.002867 0.002866 0.002866
  4 3 | -0.000608 -0.000608 -0.000597 -0.000597
  4 4 | -0.005460 -0.005441 -0.005437 -0.005437
off-diagonal f-h defect, lam=0: 6.079e-05
H2+ hexadecapole from charge at 20 bohr: 1.616 a.u.
omitted hexadecapole defect, l=3 lam=0: 1.55e-04
omitted hexadecapole defect, l=4 lam=0: 2.10e-05
```
